**Zone folding in a ten-monolayer Si/Ge superlattice**

The program shows that a ten-monolayer (001) period has axial reciprocal vectors 0.4n, in units of the Γ-X distance 2π/a, so the bulk points ±0.8 fold onto Γ. Here a is the cubic lattice constant, k₀ is silicon's Delta minimum and U is a model potential step on the germanium layers. It asserts the fold points by enumerating reciprocal vectors, and compares the pseudopotential levels of pure silicon in a ten-atom cell with separate bulk calculations. An eight-layer control cell brings X to Γ instead of 0.8. The program also asserts that the folded optical transition has no strength without layer contrast and grows close to U² when the contrast is weak. The elastic strain relation is compared with a numerical energy minimization. The output places k₀ at 0.854, which folds to 0.054, and puts the 0.8 point 17 meV above the minimum. With U = 0.50 eV the lowest axial conduction state remains away from Γ, and the relative optical strength is only 7.7 × 10⁻⁶.

## Numerical verification

```python
"""
Result under test: a (001) superlattice with a period of ten monolayers has
reciprocal vectors 0.4*n along the growth axis, in units of the Gamma-X
distance 2*pi/a. It therefore folds the bulk points +0.8 and -0.8 onto Gamma.

Symbols: a = cubic lattice constant; lengths in the band calculation are in a;
wavevectors are in 2*pi/a; k0 = silicon Delta minimum; U = potential step on
the four Ge layers. The silicon bands use a local empirical pseudopotential
with three form factors, without spin-orbit coupling. The step U models layer
contrast only; it is not a full germanium atomic potential.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

A_SI, A_GE = 0.543, 0.566            # nm, rough typical values
N_SI, N_GE = 6, 4
N_LAYERS = N_SI + N_GE
CUTOFF = 20.3                        # kinetic cutoff in (2*pi/a)^2
RYDBERG = const.value("Rydberg constant times hc in eV")
KINETIC = (const.hbar * 2 * np.pi / (A_SI * 1e-9))**2 / (
    2 * const.m_e * const.e)
FORM_Q2 = [0, 3, 8, 11, 16]
FORM_RY = [0, -0.21, 0.04, 0.08, 0]
BULK_CELL = np.array([[.5, .5, 0], [.5, -.5, 0], [.5, 0, .5]])
BULK_ATOMS = np.array([[0, 0, 0], [.25, .25, .25]])


def super_cell(layers):
    """Primitive cell for an even number of monolayers."""
    return np.array([[.5, .5, 0], [.5, -.5, 0],
                     [.5 * ((layers // 2) % 2), 0, layers / 4]])


def layer_atoms(layers):
    """One diamond-lattice atom per monolayer."""
    atoms = []
    for pair in range(layers // 2):
        base = pair * np.array([.5, 0, .5])
        atoms.extend([base, base + .25])
    return np.array(atoms)


def reciprocal_vectors(cell, span=16):
    """All G satisfying cell @ G = integers, within an integer box."""
    n = np.arange(-span, span + 1)
    integers = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
    return integers @ np.linalg.inv(cell).T


def axis_vectors(cell):
    vectors = reciprocal_vectors(cell)
    on_axis = np.all(np.abs(vectors[:, :2]) < 1e-9, axis=1)
    return np.sort(vectors[on_axis, 2])


class Crystal:
    """Plane-wave Hamiltonian with a fixed basis centred on k_reference."""

    def __init__(self, cell, atoms, k_reference=0.0, cutoff=CUTOFF):
        g = reciprocal_vectors(cell)
        shifted = g + np.array([0, 0, k_reference])
        self.g = g[np.sum(shifted**2, axis=1) <= cutoff]
        self.difference = self.g[:, None, :] - self.g[None, :, :]
        q2 = np.sum(self.difference**2, axis=2)
        structure = np.zeros(q2.shape, dtype=complex)
        for atom in atoms:
            structure += np.exp(-2j * np.pi * (self.difference @ atom))
        structure /= len(atoms)
        self.potential = (RYDBERG * np.interp(q2, FORM_Q2, FORM_RY)
                          * structure)

    def step_potential(self, height):
        """Fourier matrix of a step covering the four Ge monolayers."""
        width, period = N_GE / 4, N_LAYERS / 4
        centre = (N_SI + (N_GE - 1) / 2) / 4
        qz = self.difference[:, :, 2]
        vertical = np.all(np.abs(self.difference[:, :, :2]) < 1e-8, axis=2)
        return (vertical * height * width / period * np.sinc(qz * width)
                * np.exp(-2j * np.pi * qz * centre))

    def hamiltonian(self, kz, extra=None):
        k = self.g + np.array([0, 0, kz])
        h = self.potential + np.diag(KINETIC * np.sum(k**2, axis=1))
        return h if extra is None else h + extra

    def levels(self, kz, count, extra=None):
        return eigh(self.hamiltonian(kz, extra), eigvals_only=True,
                    subset_by_index=[0, count - 1])

    def states(self, kz, count, extra=None):
        return eigh(self.hamiltonian(kz, extra),
                    subset_by_index=[0, count - 1])


def momentum_strength(crystal, states, valence, conduction):
    """Sum of squared momentum elements at Gamma, in (2*pi/a)^2."""
    v, c = states[:, valence], states[:, conduction]
    return sum(np.sum(np.abs(v.conj().T @ (crystal.g[:, i, None] * c))**2)
               for i in range(3))


# Geometry: enumerate the reciprocal lattice without using the folding law.
cell10 = super_cell(N_LAYERS)
axis10 = axis_vectors(cell10)
g_step = np.min(axis10[axis10 > 1e-9])
assert abs(g_step - 4 / N_LAYERS) < 1e-10
assert np.min(np.abs(axis10 - 0.8)) < 1e-10
bulk_axis = axis_vectors(BULK_CELL)
bulk_step = np.min(bulk_axis[bulk_axis > 1e-9])
classes = np.unique(np.round(np.mod(np.round(axis10, 8), bulk_step), 6))
assert np.allclose(classes, [0, .4, .8, 1.2, 1.6])
volume_ratio = abs(np.linalg.det(cell10) / np.linalg.det(BULK_CELL))
assert abs(volume_ratio - len(classes)) < 1e-10

# Bulk minimum and its stability with a larger plane-wave basis.
bulk08 = Crystal(BULK_CELL, BULK_ATOMS, 0.8)
bulk_min = minimize_scalar(lambda k: bulk08.levels(k, 5)[4],
                           bounds=(.6, 1.0), method="bounded",
                           options={"xatol": 1e-6})
k0, minimum_energy = bulk_min.x, bulk_min.fun
large = Crystal(BULK_CELL, BULK_ATOMS, 0.8, 30.3)
k0_large = minimize_scalar(lambda k: large.levels(k, 5)[4],
                           bounds=(.6, 1.0), method="bounded",
                           options={"xatol": 1e-6}).x
assert abs(k0 - k0_large) < 0.02
assert abs(k0 - 0.8) < 0.1
energy08 = bulk08.levels(0.8, 5)[4]
fold_energy = energy08 - minimum_energy

# Spectrum of pure silicon in the ten-atom cell against separate bulk runs.
super10 = Crystal(cell10, layer_atoms(N_LAYERS))
super_levels, pure_states = super10.states(0, 40)
bulk_levels = []
for k in [0, .4, -.4, .8, -.8]:
    bulk_levels.extend(Crystal(BULK_CELL, BULK_ATOMS, k).levels(k, 20))
bulk_levels = np.sort(bulk_levels)[:40]
spectrum_error = np.max(np.abs(super_levels - bulk_levels))
assert spectrum_error < 1e-7
assert np.max(np.abs(super_levels[20:22] - energy08)) < 1e-7

# The folded minimum must have both the predicted place and bulk energy.
pure_min = minimize_scalar(lambda k: super10.levels(k, 21)[20],
                           bounds=(0, g_step / 2), method="bounded",
                           options={"xatol": 1e-6})
assert abs(pure_min.x - abs(k0 - 0.8)) < 1e-4
assert abs(pure_min.fun - minimum_energy) < 1e-7

# An eight-layer cell is a control: its lowest folded state comes from X.
super8 = Crystal(super_cell(8), layer_atoms(8))
energy8 = super8.levels(0, 17)[16]
energy_x = Crystal(BULK_CELL, BULK_ATOMS, 1.0).levels(1.0, 5)[4]
assert abs(energy8 - energy_x) < 1e-7
assert energy8 > energy08 + 0.01

# Folding alone gives no optical strength; layer contrast switches it on.
bulk0 = Crystal(BULK_CELL, BULK_ATOMS)
bulk0_levels, bulk0_states = bulk0.states(0, 8)
reference = momentum_strength(bulk0, bulk0_states, slice(1, 4), slice(4, 8))
pure_ratio = momentum_strength(super10, pure_states, slice(17, 20),
                               slice(20, 22)) / reference
assert pure_ratio < 1e-18


def contrast_ratio(height):
    step = super10.step_potential(height)
    energies, states = super10.states(0, 22, step)
    strength = momentum_strength(super10, states, slice(17, 20),
                                 slice(20, 22))
    return strength / reference, energies


weak1, _ = contrast_ratio(0.02)
weak2, _ = contrast_ratio(0.04)
power = np.log2(weak2 / weak1)
assert abs(power - 2) < 0.15       # higher orders remain at finite U
U_STEP = 0.5                         # eV, round model parameter
step_ratio, step_levels = contrast_ratio(U_STEP)
assert step_ratio > 1e-7
pair_splitting = step_levels[21] - step_levels[20]
step_matrix = super10.step_potential(U_STEP)
step_min = minimize_scalar(
    lambda k: super10.levels(k, 21, step_matrix)[20],
    bounds=(0, g_step / 2), method="bounded", options={"xatol": 1e-6})
step_depth = step_levels[20] - step_min.fun

# Biaxial strain: rough elastic constants in GPa and deformation energy in eV.
ELASTIC = {"Si": (166.0, 64.0), "Ge": (129.0, 48.0)}
XI_U = 9.0
BUFFER_GE = 0.6


def layer_strain(material, a_parallel):
    a_free = A_SI if material == "Si" else A_GE
    c11, c12 = ELASTIC[material]
    parallel = a_parallel / a_free - 1
    perpendicular = -2 * c12 / c11 * parallel
    numerical = minimize_scalar(
        lambda p: .5 * c11 * (2 * parallel**2 + p**2)
        + c12 * (parallel**2 + 2 * parallel * p)).x
    assert abs(numerical - perpendicular) < 1e-6
    return parallel, perpendicular, a_free * (1 + perpendicular) / 4


def valley_advantage(a_parallel):
    """In-plane minus growth-axis valley energy: Si layer, then average."""
    shifts = []
    for material in ("Si", "Ge"):
        parallel, perpendicular, _ = layer_strain(material, a_parallel)
        shifts.append(XI_U * (parallel - perpendicular))
    return shifts[0], (N_SI * shifts[0] + N_GE * shifts[1]) / N_LAYERS


a_buffer = (1 - BUFFER_GE) * A_SI + BUFFER_GE * A_GE
si_par, si_perp, d_si = layer_strain("Si", a_buffer)
ge_par, ge_perp, d_ge = layer_strain("Ge", a_buffer)
period = N_SI * d_si + N_GE * d_ge
strained_cell = np.array([[a_buffer / 2, a_buffer / 2, 0],
                          [a_buffer / 2, -a_buffer / 2, 0],
                          [a_buffer / 2, 0, period]])
strained_axis = axis_vectors(strained_cell)
strained_g = np.min(strained_axis[strained_axis > 1e-9])
fold_si_units = 2 * strained_g * 4 * d_si
assert abs(fold_si_units - 8 * d_si / period) < 1e-9
strained_fold_energy = bulk08.levels(fold_si_units, 5)[4] - minimum_energy
si_advantage, mean_advantage = valley_advantage(a_buffer)
_, silicon_buffer_advantage = valley_advantage(A_SI)
assert mean_advantage > 0 and silicon_buffer_advantage < 0
thermal_energy = const.k * 300 / const.e

print(f"Layers Si, Ge, total: {N_SI}, {N_GE}, {N_LAYERS}")
print(f"Rough lattice constants Si, Ge: {A_SI:.3f}, {A_GE:.3f} nm")
print(f"Unstrained Si ten-layer period: {N_LAYERS*A_SI/4:.4f} nm")
print(f"Gamma-X distance in Si: {2*np.pi/A_SI:.3f} nm^-1")
print(f"Superlattice G step: {g_step:.3f} of Gamma-X")
print(f"Zone boundary: {g_step/2:.3f} of Gamma-X")
print("Folded classes modulo 2:", classes, "of Gamma-X")
print(f"Bulk primitive cells per supercell: {volume_ratio:.0f}")
print(f"Computed Delta minimum k0: {k0:.4f} of Gamma-X")
print(f"k0 with larger basis: {k0_large:.4f} of Gamma-X")
print(f"Folded residual |k0-0.8|: {abs(k0-.8):.4f} of Gamma-X")
print(f"Folded residual: {abs(k0-.8)*2*np.pi/A_SI:.3f} nm^-1")
print(f"Minimum found in ten-atom cell: {pure_min.x:.4f} of Gamma-X")
print(f"Computed Si indirect gap: {minimum_energy-bulk0_levels[3]:.3f} eV")
print(f"Point 0.8 above minimum: {1000*fold_energy:.2f} meV")
print(f"X above minimum: {1000*(energy_x-minimum_energy):.1f} meV")
print(f"Thermal energy at 300 K: {1000*thermal_energy:.2f} meV")
print(f"Largest folded-spectrum error: {spectrum_error:.1e} eV")
for layers in (4, 6, 8, 10, 12, 14):
    points = axis_vectors(super_cell(layers))
    nearest = points[np.argmin(np.abs(points - k0))]
    print(f"Period {layers} layers: nearest fold {nearest:.3f}, "
          f"distance {abs(nearest-k0):.3f} of Gamma-X")
print(f"Relative optical strength, U=0: {pure_ratio:.1e} (no unit)")
print(f"Weak-contrast strength power of U: {power:.3f} (no unit)")
print(f"Model layer step U: {U_STEP:.2f} eV")
print(f"Relative optical strength with step: {step_ratio:.2e} (no unit)")
print(f"Folded-pair splitting at Gamma: {1000*pair_splitting:.2f} meV")
print(f"Lowest kz with step: {step_min.x:.4f} of Gamma-X")
print(f"Gamma above that minimum: {1000*step_depth:.2f} meV")
print(f"Buffer Ge fraction: {BUFFER_GE:.2f} (no unit)")
print(f"Buffer lattice constant: {a_buffer:.4f} nm")
print(f"Rough C11, C12 of Si: {ELASTIC['Si']} GPa")
print(f"Rough C11, C12 of Ge: {ELASTIC['Ge']} GPa")
print(f"Si strain parallel, perpendicular: {100*si_par:.2f}, "
      f"{100*si_perp:.2f} %")
print(f"Ge strain parallel, perpendicular: {100*ge_par:.2f}, "
      f"{100*ge_perp:.2f} %")
print(f"Layer spacing Si, Ge: {d_si:.4f}, {d_ge:.4f} nm")
print(f"Strained superlattice period: {period:.4f} nm")
print(f"Fold point in strained-Si units: {fold_si_units:.4f} of Gamma-X")
print(f"Bulk-Si energy there above minimum: "
      f"{1000*strained_fold_energy:.1f} meV")
print(f"Rough deformation potential: {XI_U:.1f} eV")
print(f"Growth-valley advantage in Si layers: {si_advantage:.3f} eV")
print(f"Layer-averaged advantage, chosen buffer: {mean_advantage:.3f} eV")
print(f"Layer-averaged advantage, Si buffer: "
      f"{silicon_buffer_advantage:.3f} eV")
print("no test failed")
```

Printed output:

```
Layers Si, Ge, total: 6, 4, 10
Rough lattice constants Si, Ge: 0.543, 0.566 nm
Unstrained Si ten-layer period: 1.3575 nm
Gamma-X distance in Si: 11.571 nm^-1
Superlattice G step: 0.400 of Gamma-X
Zone boundary: 0.200 of Gamma-X
Folded classes modulo 2: [0.  0.4 0.8 1.2 1.6] of Gamma-X
Bulk primitive cells per supercell: 5
Computed Delta minimum k0: 0.8542 of Gamma-X
k0 with larger basis: 0.8537 of Gamma-X
Folded residual |k0-0.8|: 0.0542 of Gamma-X
Folded residual: 0.628 nm^-1
Minimum found in ten-atom cell: 0.0542 of Gamma-X
Computed Si indirect gap: 0.830 eV
Point 0.8 above minimum: 17.04 meV
X above minimum: 127.6 meV
Thermal energy at 300 K: 25.85 meV
Largest folded-spectrum error: 1.3e-13 eV
Period 4 layers: nearest fold 1.000, distance 0.146 of Gamma-X
Period 6 layers: nearest fold 0.667, distance 0.188 of Gamma-X
Period 8 layers: nearest fold 1.000, distance 0.146 of Gamma-X
Period 10 layers: nearest fold 0.800, distance 0.054 of Gamma-X
Period 12 layers: nearest fold 1.000, distance 0.146 of Gamma-X
Period 14 layers: nearest fold 0.857, distance 0.003 of Gamma-X
Relative optical strength, U=0: 4.5e-29 (no unit)
Weak-contrast strength power of U: 2.048 (no unit)
Model layer step U: 0.50 eV
Relative optical strength with step: 7.66e-06 (no unit)
Folded-pair splitting at Gamma: 9.18 meV
Lowest kz with step: 0.0546 of Gamma-X
Gamma above that minimum: 10.40 meV
Buffer Ge fraction: 0.60 (no unit)
Buffer lattice constant: 0.5568 nm
Rough C11, C12 of Si: (166.0, 64.0) GPa
Rough C11, C12 of Ge: (129.0, 48.0) GPa
Si strain parallel, perpendicular: 2.54, -1.96 %
Ge strain parallel, perpendicular: -1.63, 1.21 %
Layer spacing Si, Ge: 0.1331, 0.1432 nm
Strained superlattice period: 1.3714 nm
Fold point in strained-Si units: 0.7764 of Gamma-X
Bulk-Si energy there above minimum: 35.0 meV
Rough deformation potential: 9.0 eV
Growth-valley advantage in Si layers: 0.405 eV
Layer-averaged advantage, chosen buffer: 0.141 eV
Layer-averaged advantage, Si buffer: -0.255 eV
no test failed
```
